Why trivalent and monovalent dopants change nickel oxide scaling oppositely

A trivalent ion on a nickel site of nickel oxide raises the concentration of cation vacancies, and a monovalent ion lowers it. If a scale grows by nickel moving outward through these vacancies, and if holes move easily enough, the first dopant speeds up scaling and the second slows it down. This is Hauffe's electroneutrality argument. The vacancy part follows from charge balance and mass action. The rate part needs a further condition on the holes, and its sign can reverse when that condition fails.

**Charge balance and mass action**

Let v be the number of doubly charged nickel vacancies per cation site and p the number of holes per cation site. Charges are counted relative to the perfect crystal, in which each nickel ion is Ni²⁺. A vacancy then carries −2, a hole +1, a trivalent ion on a nickel site +1 and a monovalent ion −1. Let c be the trivalent fraction minus the monovalent fraction. Local neutrality requires

2v = p + c.

Oxygen enters the oxide by building a new oxygen site together with an empty nickel site:

½O₂ ⇌ O(lattice) + V(−2) + 2h(+1).

For dilute, ideal defects at fixed temperature and oxygen pressure P, mass action gives

v p² = R, with R proportional to P^(1/2).

Dilute means that all fractions are small compared with one; ideal means in addition that the Coulomb interaction between the charged defects is neglected. The second assumption is only rough at the fractions used below. At 1273 K with a dielectric constant near 12, a Debye–Hückel estimate gives a vacancy activity coefficient of about 0.3 in undoped oxide and about 0.1 at c = 10⁻³. It leaves the signs found below unchanged but moves the rate factors 19.9 and 0.0135 to roughly 25 and 0.05. The dopant may still greatly outnumber the native defects.

Substituting v = R/p² into neutrality gives

2R/p² − p = c.

The left side falls steadily from +∞ to −∞ as p grows from zero, so there is one positive solution for each c, and a larger c means a smaller p. Since v = R/p², it also means a larger v.

The size of the response follows by differentiating at fixed P. Mass action and neutrality give

dv/v + 2dp/p = 0, dp = 2dv − dc.

Inserting the second relation in the first,

dv(1/v + 4/p) = 2dc/p,

dv/dc = 2v/(p + 4v) > 0,

dp/dc = 2dv/dc − 1 = −p/(p + 4v) < 0.

In undoped oxide p = 2v, so dv/dc = 1/3. Three added trivalent ions create one vacancy, with charge −2, and remove one hole; together these balance the added charge +3. The slope stays below 1/2 because holes take part in the compensation; it approaches 1/2 when holes are few compared with vacancies, as under strong trivalent doping.

**Two strongly doped limits**

When trivalent ions far outnumber holes, neutrality gives v ≈ c/2. When monovalent ions of fraction a = −c far outnumber vacancies, p ≈ a and v ≈ R/a². The first dopant fixes the vacancy population directly; the second fixes the holes, and mass action then suppresses the vacancies.

These limits differ in their pressure dependence. At fixed c, dp = 2dv, and the logarithm of the mass-action law gives

dv/v + 2dp/p = ½ d ln P,

dv(1/v + 4/p) = ½ d ln P,

d ln v/d ln P = p/[2(p + 4v)].

The exponent is 1/6 without doping, tends to 0 for strong trivalent doping and tends to 1/2 for strong monovalent doping.

The direction of the vacancy response does not depend on keeping just two native defects. Let w be the fraction of singly charged vacancies and n that of electrons. Their equilibria give w = vp/K₁ = R/(K₁p) and n = Kₑ/p, with constants K₁ and Kₑ. Neutrality becomes

2R/p² + R/(K₁p) + Kₑ/p − p = c.

The left side still falls with p. Increasing c therefore lowers p and raises v + w. A numerical test with one choice of the two constants confirmed this ordering at both scale boundaries. The sizes do change. When singly charged vacancies dominate, the undoped pressure exponent moves from 1/6 towards 1/4. In the model scale below, with v + w = 10⁻⁴ at the gas side, K₁ = 10⁻⁵ and equal diffusivities for both vacancies, the rate factors 19.9 and 0.0135 become about 31 and 0.048.

**From vacancies to a scaling rate**

Consider a compact scale of thickness X, with x pointing from metal to gas. The metal side is held at the oxygen pressure Pᵢ of metal–oxide equilibrium and the gas side at Pₒ. Both are taken to be independent of c, which for Pᵢ requires the nickel activity in the alloy to stay nearly constant. Dopants are uniformly distributed. Because new oxide forms at the outer surface, they must be carried outward to keep that distribution; their small flux, of order |c| times the nickel flux, is neglected. Uniformity is an assumption, not a result. A trivalent dopant that moves by exchange with vacancies stays nearly uniform only if its jump rate is about 0.7 of that of nickel. In the model scale below, a ratio of 1 lowers the rate factor 19.9 to about 17, and a ratio of 0.3 piles the dopant up at the metal side and lowers it to about 7.

Let η_V and η_h be the electrochemical potentials of vacancies and holes divided by kT. With fluxes written per cation-site density,

J_V = −D_V v dη_V/dx, J_h = −D_h p dη_h/dx.

The diffusivities D_V and D_h are taken to be independent of doping and position. No net current flows through the scale, so −2J_V + J_h = 0, or J_h = 2J_V. Solving for the gradients,

dη_V/dx = −J_V/(D_V v),

2 dη_h/dx = −4J_V/(D_h p).

In the sum η_V + 2η_h the electric potential cancels, because the charges are −2 and twice +1. What remains is ln v + 2 ln p plus a constant, which equals ½ ln P plus a constant. Hence

½ d ln P/dx = −J_V[1/(D_V v) + 4/(D_h p)].

Define s = D_h/D_V and

G = [1/v + 4/(sp)]⁻¹.

Then J_V = −½D_V G d ln P/dx. Vacancies move inward, and nickel moves outward with flux J = −J_V. Since the scale stores few vacancies per cation, J is nearly uniform across it. Integration over the thickness gives

JX = ½D_V ∫ G d ln P, from Pᵢ to Pₒ.

Each arriving nickel ion makes one formula unit of oxide, so dX/dt = J in these units. The parabolic constant is therefore

k = X dX/dt = ½D_V ∫ G d ln P.

It does not depend on X, and a scale starting from zero thickness obeys X² = 2kt.

If sp is much larger than 4v throughout the scale, G ≈ v. This is the fast-hole limit:

k = ½D_V ∫ v d ln P.

The limits of integration are fixed and v rises with c at every pressure, so k rises with c. This completes the argument for opposite rate changes.

The integral can be done in closed form. Using ½ d ln P = dv/v + 2dp/p and dp = 2dv,

½v d ln P = dv + (4v/p)dv.

Neutrality gives 4v/p = 2 + 2c/p, so

½v d ln P = 3dv + (2c/p)dv = 3dv + c dp/p.

Therefore

k = D_V[3(vₒ − vᵢ) + c ln(pₒ/pᵢ)],

where the subscripts o and i mark the gas and metal sides. Direct numerical solution of the two flux equations agreed with the integral over pressure, and that integral agreed with this closed form in the fast-hole limit.

**Numbers for one model scale**

Take round parameters: an undoped gas-side vacancy fraction of 10⁻⁴, Pₒ = 1 bar, Pᵢ = 10⁻¹⁰ bar, D_V = 10⁻¹¹ m²/s and ten hours of growth. They illustrate the model and do not describe a measured alloy.

Without dopant, the vacancy fraction is 2.154 × 10⁻⁶ at the metal side. Then

k = 10⁻¹¹ × 3(1.000 × 10⁻⁴ − 2.154 × 10⁻⁶) m²/s
= 2.935 × 10⁻¹⁵ m²/s.

With t = 3.6 × 10⁴ s, X = √(2kt) = 14.5 μm.

For a trivalent fraction of 10⁻³, the two terms in the closed form are

k/D_V = 1.283 × 10⁻⁴ + 5.715 × 10⁻³ = 5.844 × 10⁻³.

The rate constant is 19.9 times the undoped value, and the thickness is 64.9 μm. The logarithmic term dominates. The dopant holds v near 5 × 10⁻⁴ across the whole scale, including the metal side, where undoped oxide has few vacancies. The strong-doping limit v = c/2 gives

k/D_V ≈ ½(c/2) ln(Pₒ/Pᵢ) = 10⁻³ × 23.03/4 = 5.76 × 10⁻³,

about 1.5% below the full model result.

For a monovalent fraction of 10⁻³, k falls to 0.0135 times the undoped value, and the thickness is 1.69 μm. Here v ≈ R/a². Since R varies as P^(1/2), ∫R d ln P = 2(Rₒ − Rᵢ), and

k/D_V ≈ (Rₒ − Rᵢ)/a² ≈ 4.00 × 10⁻¹²/10⁻⁶ = 4.00 × 10⁻⁶.

The full model gives 3.97 × 10⁻⁶.

The changes are opposite in sign but not mirror images. For very small doping, dv/dc = 1/3 gives

dk/dc = ½D_V × ⅓ ln(Pₒ/Pᵢ) = D_V ln(Pₒ/Pᵢ)/6 = 3.84D_V.

This linear law is assured only for |c| much smaller than the undoped metal-side vacancy fraction. At |c| = 10⁻⁵, already above that fraction, it predicts a change of 13.1% either way. The full model gives +14.1% for trivalent and −11.6% for monovalent doping.

The mass-action law was also tested against an explicit statistical sum over vacancy and hole numbers on a large finite lattice. For 10⁻³ monovalent doping the sum gives a gas-side v about 0.2% lower than the ideal-dilute value. The sum allows at most one hole per site, which replaces p² by p²/(1 − p)² in mass action. With p close to 10⁻³, v is reduced by the factor (1 − p)² ≈ 0.998, as found. If vacancies, holes and dopants also exclude one another from the same site, the reduction is about 0.6%. The sum contains no Coulomb interaction, so it tests the counting and not the assumption of ideal defects.

**When holes reverse the result**

Trivalent doping supplies vacancies but removes holes, and growth needs both carriers. To see which effect wins, differentiate 1/G at fixed pressure:

d(1/G)/dc = −(1/v²)dv/dc − [4/(sp²)]dp/dc
= −2/[v(p + 4v)] + 4/[sp(p + 4v)]
= −[2/(p + 4v)][1/v − 2/(sp)].

Thus G rises with c when sp > 2v, that is, when D_h p > 2D_V v. If this holds throughout the scale, k rises too. Near c = 0, where p = 2v, the condition becomes D_h > D_V. Were holes slower than vacancies, slight trivalent doping would slow scaling and slight monovalent doping would speed it up. Strong monovalent doping would still slow it: holes become plentiful and vacancies scarce, so that sp exceeds 2v again and G approaches v ≈ R/a², which falls as a grows.

The size of this effect near c = 0 is also simple. There G = v/(1 + 2/s), and

dG/dc = −G² d(1/G)/dc = G²(1 − 1/s)/(3v²).

Dividing by G,

(1/G)dG/dc = [1/(3v)](s − 1)/(s + 2).

The factor (s − 1)/(s + 2) multiplies the fast-hole response. It is 0.75 for s = 10 and −0.43 for s = 0.1. For a dopant fraction of 2.15 × 10⁻⁷ the fast-hole response is 3.84 × 2.15 × 10⁻⁷/(2.935 × 10⁻⁴) = 0.28%, so the expected changes for trivalent doping are +0.21% and −0.12%. Solving the flux equations gave these values, with opposite signs for monovalent doping.

Strong trivalent doping makes the condition more demanding, because it leaves few holes. At c = 10⁻³ the metal side requires

s > 2v/p = 2 × 5.001 × 10⁻⁴/(2.828 × 10⁻⁷) ≈ 3540.

Below this value the local response there reverses, provided holes are the only electronic carriers; electrons, whose number grows with c, can remove the reversal if they outnumber the holes. The response of the whole scale depends on the integral and is much less sensitive: at c = 10⁻³, dk/dc changes sign only at s ≈ 34, and k falls below the undoped value only for s below about 5.5. For comparison, a hole mobility between 0.01 and 0.3 cm²/(V s) at 1273 K with the D_V used here gives s between 10⁴ and 3 × 10⁵, so the reversal is a limit of the model rather than something to expect in an electronic conductor such as nickel oxide. For s = 10⁶, finite hole mobility changes k by at most 0.121% relative to the fast-hole limit among the dopings examined.

**What the prediction assumes about the dopant**

The sign of c belongs to the site as well as to the ion. A monovalent ion in an interstitial position carries +1, not −1, and enters neutrality like a trivalent ion on a nickel site. Dopant that has separated into another phase no longer contributes to c in the oxide, and the new phase may obstruct or redirect transport. Trivalent ions and vacancies have opposite effective charges and attract each other. Vacancies bound to dopants may move more slowly, so D_V need not be independent of doping as assumed here. If nickel travels mainly along grain boundaries, the lattice vacancy fraction need not control k. In such cases an observed rate change does not by itself test the vacancy argument. The numerical output lists the defect fractions and rates for the full set of dopings.

Computed results

```
MODEL INPUTS
Undoped gas-side vacancy fraction: 1.000e-04 per cation site
Gas-side oxygen pressure: 1.000e+00 bar
Metal-side oxygen pressure: 1.000e-10 bar
Vacancy diffusivity: 1.000e-11 m^2/s
Hole/vacancy diffusivity ratio: 1.000e+06 (no unit)
Growth time: 10.0 h
Gas-side mass product R: 4.000e-12 (site fraction)^3
Metal-side mass product R: 4.000e-17 (site fraction)^3
ln(P_o/P_i): 23.0259 (no unit)
DEFECTS (all per cation site; c>0 trivalent, c<0 monovalent)
c          v_gas      p_gas      v_metal    p_metal
-1.0e-03  3.938e-06  1.008e-03  4.000e-11  1.000e-03
-1.0e-04  6.974e-05  2.395e-04  3.999e-09  1.000e-04
-1.0e-05  9.669e-05  2.034e-04  3.494e-07  1.070e-05
+0.0e+00  1.000e-04  2.000e-04  2.154e-06  4.309e-06
+1.0e-05  1.034e-04  1.967e-04  6.264e-06  2.527e-06
+1.0e-04  1.358e-04  1.716e-04  5.045e-05  8.905e-07
+1.0e-03  5.429e-04  8.583e-05  5.001e-04  2.828e-07
RATES in the fast-hole limit
c          k (m^2/s)   k/k_undoped  thickness (micrometre)
-1.0e-03  3.9685e-17  0.01352      1.690
-1.0e-04  1.2189e-15  0.41525      9.368
-1.0e-05  2.5959e-15  0.88434      13.671
+0.0e+00  2.9354e-15  1.00000      14.538
+1.0e-05  3.3484e-15  1.14071      15.527
+1.0e-04  7.8222e-15  2.66481      23.732
+1.0e-03  5.8438e-14  19.90810      64.865
c=+1e-3, term 3(v_o-v_i): 1.2833e-04 (no unit)
c=+1e-3, term c ln(p_o/p_i): 5.7154e-03 (no unit)
Initial slope d(k/D_V)/dc: 3.8376 (no unit)
GAS-SIDE PRESSURE EXPONENTS d ln v/d ln P (no unit)
c=-1.0e-03: 0.4923
c=+0.0e+00: 0.1667
c=+1.0e-03: 0.0190
CHECK VALUES
Lattice-sum v_gas, c=-1.0e-03: 3.9298e-06 per site
Lattice-sum v_gas, c=+0.0e+00: 9.9982e-05 per site
Lattice-sum v_gas, c=+1.0e-03: 5.4290e-04 per site
Largest finite-hole-mobility change in k: 0.121 percent
Reversal threshold D_h/D_V, metal side, c=+1e-3: 3537.0 (no unit)
Small dopant fraction in reversal test: 2.154e-07 per site
D_h/D_V=0.1: monovalent +0.1211, trivalent -0.1204 percent
D_h/D_V=10: monovalent -0.2114, trivalent +0.2111 percent
```
